Exponential absorption edges from random microfields, and their temperature dependence

An electric field lets a semiconductor absorb below its gap, because electron and hole can tunnel apart. If the field is random, with Gaussian components, the averaged absorption falls exponentially with the depth Δ below the gap. For an isotropic parabolic pair of reduced mass μ, in static and locally uniform fields, the deep tail is proportional to

√Δ exp(−Δ/E₀), E₀ = [ħ²e²⟨F²⟩/(36μ)]^(1/3).

Here ⟨F²⟩ is the mean square of the whole field vector. Fields of polar phonons have ⟨F²⟩ ∝ coth(ħω/2kT), so in this model E₀ follows the cube root of coth, not coth itself. Measured edges usually depend more strongly on temperature, as discussed at the end. The exciton makes the edge much stronger and locally steeper, but leaves the limiting slope unchanged.

**What is absorbed**

For a direct allowed transition a photon creates electron and hole at the same point. With a constant interband matrix element and negligible photon momentum, absorption is proportional to

ρ(E) = Σ_j |φ_j(0)|² δ(E − E_j),

where φ_j are states of relative motion and E is measured from the gap. The slow variation of the optical prefactor with photon energy is neglected.

I use exciton units: ħ = μ = 1, length a (the exciton radius), energy 2R (twice the binding energy), field 2R/(ea). The rms field in these units is f. Without attraction or field,

ρ₀(E) = √(2E)/(2π²), E > 0.

**Why the average is exponential**

First omit the attraction: H = p²/2 + F·r. Consider the Laplace transform

Z(τ) = ∫ρ(E)e^(−Eτ) dE = ⟨r=0|e^(−Hτ)|r=0⟩.

This is a sum over closed paths in imaginary time, weighted by e^(−S), S = ∫(ṙ²/2 + F·r)ds. The stationary path obeys r̈ = F with r(0) = r(τ) = 0, so

r(s) = −F s(τ−s)/2.

Integration by parts gives ∫ṙ²/2 ds = −½∫r·r̈ ds = −½∫F·r ds. Hence

S = ½∫F·r ds = −(F²/4)∫₀^τ s(τ−s)ds = −F²τ³/24.

The potential is linear, so fluctuations about this path are those of a free particle, and

Z(τ) = (2πτ)^(−3/2) exp(F²τ³/24).

Each field component is Gaussian with variance f²/3. Since ⟨exp(cx²)⟩ = (1 − 2cσ²)^(−1/2) for variance σ², three components give

Z̄(τ) = (2πτ)^(−3/2) (1 − f²τ³/36)^(−3/2).

For one field Z is finite at every τ > 0, so the tail falls faster than any exponential. The average diverges at a finite value,

τ₀ = (36/f²)^(1/3) = 1/E₀.

A weight e^(Δτ) in the integral over the tail becomes too large at τ₀; the tail must therefore fall as e^(−Δτ₀), up to a slower factor.

That factor follows from the inverse transform, whose contour runs at 0 < Re τ < τ₀. For Δ > 0 the factor e^(−Δτ) allows it to be pushed to the right, where it meets the branch point τ₀. The other singularities, at τ = 0 and at Re τ = −τ₀/2, lie to the left. Put τ = τ₀(1−ε). Then

1 − (1−ε)³ = 3ε(1 − ε + ε²/3),
Z̄ = (6πτ₀)^(−3/2) ε^(−3/2) (1 + 3ε + …),

where the 3ε has one half from (1−ε)^(−3/2) and one half from the bracket. Write ρ̄(−Δ) = e^(−Δτ₀)h(Δ) and δ = τ₀ε, so that the singular part of Z̄ is ∫h(Δ)e^(−Δδ)dΔ. The integrals

∫₀^∞ Δ^(1/2)e^(−Δδ)dΔ = (√π/2)δ^(−3/2),
∫₀^∞ Δ^(−1/2)e^(−Δδ)dΔ = √π δ^(−1/2)

then give

h = (6π)^(−3/2) [2√Δ/√π + 3/(τ₀√(πΔ)) + …].

The first term is √Δ/(3√6 π²), which equals ρ₀(Δ)/(3√3). Therefore

ρ̄(−Δ) = [ρ₀(Δ)/(3√3)] e^(−Δ/E₀) [1 + 3E₀/(2Δ) + …].

The square-root edge above the gap reappears below it, multiplied by an exponential. Direct averaging of the one-field density gives 0.997 times this expression at Δ = 20E₀ and 0.9996 times it at 60E₀. In SI units the exponent F²τ³/24 reads ħ²e²F²τ³/(24μ), with τ an inverse energy, which gives the E₀ stated at the start.

**The same result as a compromise**

In one field F the pair must cross a triangular barrier of length Δ/F. The tunnelling exponent is

2∫₀^(Δ/F) √(2(Δ−Fz)) dz = A/F, A = (4√2/3)Δ^(3/2).

A field F has the rarity exponent 3F²/(2f²). The sum is least when A/F² = 3F/f², so

F*³ = Af²/3 = (4√2/9)Δ^(3/2)f².

At this point 3F*²/(2f²) = A/(2F*): two thirds of the total exponent is tunnelling and one third is rarity. The total is 3A/(2F*), whose cube is

(27/8)A³·3/(Af²) = (81/8)A²/f² = 36Δ³/f².

Its cube root is Δ/E₀. Deeper absorption selects stronger and rarer fields, F* ∝ √Δ, and this straightens the curved one-field tail.

The Gaussian matters. If the rarity exponent were proportional to Fⁿ, balancing it against A/F would give F* ∝ A^(1/(n+1)) and a total exponent

∝ A^(n/(n+1)) ∝ Δ^(3n/(2n+2)).

This is linear in Δ for n = 2 alone. Microfields with another distribution, such as strong fields close to isolated charges, need not give an exponential edge.

**The exciton in one field**

With attraction, H = p²/2 − 1/r + Fz. Use ξ = r+z and η = r−z. States that do not vanish at the origin are axially symmetric, and for them

∇² = [4/(ξ+η)](∂_ξ ξ∂_ξ + ∂_η η∂_η), 1/r = 2/(ξ+η), z = (ξ−η)/2.

Set E = −Δ and φ = u(ξ)g(η). Multiplying (H−E)φ = 0 by −(ξ+η)/2 separates it:

(ξu′)′ − (Δξ/2 + Fξ²/4)u + c u = 0,
(ηg′)′ − (Δη/2 − Fη²/4)g + (1−c)g = 0.

The first equation has bound solutions u_n, with constants c_n. The second describes escape. Normalise by ∫u_n²dξ = 1 and g_n(0) = 1. Far out,

√η g_n → C_n k^(−1/2) sin(∫k dη + const), k² ≈ Fη/4 − Δ/2.

To fix the energy normalisation, note dk/dE = 1/(4k) and let v = ∫dη/(4k). The volume element is (π/2)(ξ+η)dξdη, and its η part gives the delta function:

(π/2)(C_n²/2)∫(dη/k)cos[(E−E′)v] = πC_n²∫₀^∞cos[(E−E′)v]dv = π²C_n² δ(E−E′).

The ξ part converges too quickly to contribute to it, and different u_n at one energy are orthogonal. Hence

ρ = Σ_n u_n(0)²/(π²C_n²).

With the attraction switched off, this sum agrees with the known Airy-function density of a pair in a field to about one part in 10⁴ in three cases.

For weak fields the sum can be done by hand. Let κ = √(2Δ) and ν = 1/κ. The lowest channel dominates, with u₀ = √κ e^(−κξ/2) and c₀ = κ/2. Near the origin the field is negligible in the second equation, whose regular solution is

g = e^(−κη/2) M(1−ν, 1, κη) → e^(κη/2)(κη)^(−ν)/Γ(1−ν),

with M the confluent hypergeometric function. Further out, under the barrier,

√η g = B q^(−1/2) exp(−∫_η^(η_t) q dη′), q² = κ²/4 − Fη/4 − (1−κ/2)/η,

where η_t is the outer turning point. The standard connection formula gives C = 2B. Treating the last term of q² as small,

∫_η^(η_t) q dη′ ≈ κ³/(3F) − κη/2 − (ν−½)ln[4κ²/(Fη)].

Equating the two forms at an intermediate η, where q ≈ κ/2, makes η cancel:

B = [1/(√2 Γ(1−ν))] e^(κ³/3F) (4κ³/F)^(½−ν).

With u₀(0)² = κ and C² = 4B², the density is

ρ = [F/(8π²κ²)] e^(−2κ³/3F) · Γ(1−ν)² (4κ³/F)^(2ν).

The part before the dot is the result without attraction, and the rest is the Coulomb enhancement. At κ = 2 the numerical density is 0.913 and 0.950 of this law for F = 0.16 and 0.08; linear extrapolation to zero field gives 0.987.

Near the exciton line, ν → 1, so Γ(1−ν) ≈ 1/(1−ν) and Δ−½ ≈ 1−ν. Take Δ−½ much smaller than F, so that the tunnelling exponent hardly changes, but much larger than the neglected Stark shift, which is of order F². The law becomes

ρ ≈ (1/π)(W/2π)/(Δ−½)², W = (4/F)e^(−2/(3F)).

This is the wing of a 1s line, of weight |φ(0)|² = 1/π, broadened by its ionisation rate W. Field ionisation of the exciton and field-assisted absorption below the gap are thus one process seen at different depths.

**Why the exciton does not set the limiting slope**

After averaging, the important field is F* ∝ √Δ, so F*/κ³ ∝ 1/Δ and the weak-field law improves with depth. The logarithm of the enhancement is

2ν ln(4κ³/F*) + 2 lnΓ(1−ν), ν = (2Δ)^(−1/2).

It falls as Δ^(−1/2)lnΔ. Its contribution to the slope falls as Δ^(−3/2)lnΔ, while 1/E₀ stays constant. At f ≈ 0.31, the value of the example below, the computed contribution is 1.37 at Δ = 1.5 and 0.20 at Δ = 6, against 1/E₀ ≈ 7.3 in the same units. At accessible depths the exciton therefore steepens the edge noticeably.

**Fields of polar phonons**

Consider N ion pairs per volume, of reduced mass M, effective charge e* and transverse frequency ω_T. A static field F displaces them by w = e*F/(Mω_T²). The polarisation Ne*w must equal ε₀(ε_s−ε∞)F, so

Ne*²/(ε₀M) = (ε_s−ε∞)ω_T².

A longitudinal displacement creates the field −Ne*w/(ε₀ε∞), which adds to the restoring force:

ω² = ω_T² + Ne*²/(ε₀ε∞M) = ω_T² ε_s/ε∞.

Each mode has ⟨w²⟩ = [ħ/(2Mω)]coth(ħω/2kT). Wave numbers up to q_c contain q_c³/(6π²) longitudinal modes per volume, a fraction q_c³/(6π²N) of the N available. Therefore

⟨F²⟩ = [Ne*/(ε₀ε∞)]² · [ħ/(2Mω)]coth(ħω/2kT) · q_c³/(6π²N)
= (ħω/2ε₀)(1/ε∞ − 1/ε_s)[q_c³/(6π²)] coth(ħω/2kT).

The field is a sum over many independent harmonic modes, each Gaussian in thermal equilibrium, so its distribution is Gaussian. The cube root in E₀ now gives

E₀(T) ∝ [coth(ħω/2kT)]^(1/3).

In this static model the Urbach energy is constant at low temperature and grows as T^(1/3) when kT is well above ħω. A width proportional to coth would need a response linear in the mean-square field, which tunnelling in uniform Gaussian fields does not provide. The exciton does provide one just below its line when f is small: its Stark shift (9/4)F² turns the rarity exponent 3F²/(2f²) into a tail of width 3f²/2. This lasts only while the fields involved are too weak to ionise the exciton, which is not the case in the example below.

**An edge in numbers**

Take rough parameters in the regime of the halide perovskite CsPbBr₃: μ = 0.13 electron masses, ε∞ = 4.8, ε_s = 17, ħω = 18 meV, and a permittivity ε_x = 7.3 for the exciton. Then a = 2.97 nm, R = 33.2 meV, and the field unit is 0.223 MV/cm. The cutoff q_c = 1/a is a modelling choice: fields varying within the exciton radius are not counted as uniform.

With this cutoff, and e²/(4πε₀a) = 2Rε_x, the phonon formula becomes

f² = (ħω/2R) ε_x(1/ε∞ − 1/ε_s) coth(ħω/2kT)/(3π).

At 300 K, coth = 2.99, so

f² = (18/66.4) × 7.3 × (1/4.8 − 1/17) × 2.99/(3π) ≈ 0.094.

Thus f ≈ 0.306, an rms field of 0.068 MV/cm, and

E₀ = 66.4 meV × (0.094/36)^(1/3) ≈ 9.1 meV.

The full exciton calculation, averaged over fields at 300 K, gives these values. Absorption is relative to the field-free exciton continuum at the gap, where ρ = 1/π.

60 meV deep: absorption 6.0×10⁻², enhancement 870, local Urbach energy 6.4 meV
100 meV deep: 2.6×10⁻⁴, 240, 7.9 meV
140 meV deep: 2.0×10⁻⁶, 130, 8.4 meV

The local Urbach energy is the inverse slope of ln(absorption). A straight line through the logarithm from 60 to 140 meV gives 7.8 meV. It misses by at most 0.22 while the logarithm falls by 10.3, so the edge looks exponential although its slope still drifts. Without attraction the local value is 9.7 meV at 60 meV and 9.4 meV at 140 meV. It lies above E₀ because the factor √Δ reduces the slope by 1/(2Δ); alone this would give 9.9 meV at 60 meV, and the falling bracket 1 + 3E₀/(2Δ) takes part of it back.

A single field fixed at the 300 K rms value behaves differently. Without attraction its local Urbach energy drops from 6.9 to 4.8 meV between the same depths, as the curved tunnelling exponent requires. With attraction it is 5.0, 5.0 and 4.5 meV at 60, 100 and 140 meV. The falling Coulomb enhancement adds most steepness where the bare tail is shallowest, and so hides much of the curvature. One field can thus imitate an exponential edge over a limited range. The average is shallower because it draws on stronger fields: the estimate F* for a pair without attraction is 0.107 MV/cm at 100 meV, well above the rms value.

At that depth F*/κ³ is about 0.09, against 0.02 and 0.01 in the comparison with the weak-field exciton law at κ = 2. The error of that law grows with the field, so the exciton values above come from the full channel sum instead.

With all other parameters fixed, the fitted exciton edge is 6.0, 7.0 and 7.8 meV at 100, 200 and 300 K. It grows by a factor 1.30 from 100 to 300 K; coth grows by 2.33, and its cube root by 1.33.

**If the lattice moves during tunnelling**

Static fields require ħω to be small compared with E₀, but here ħω/E₀ ≈ 2 at 300 K. For a pair without attraction the motion can be included, as long as the field is still taken as uniform. Averaging over thermal phonons couples the path to itself at different imaginary times through

K(s) = f² cosh[ω(s−θ/2)]/cosh(ωθ/2), θ = 1/kT,

with ω and kT in exciton units and s the time separation. The path integral diverges when the coupling first overcomes the kinetic energy, that is, when

−r̈(s) = (1/3)∫₀^τ K(|s−s′|) r(s′)ds′, r(0) = r(τ) = 0

first has a solution. For constant K = f² the solution is r = (f²I/6)s(τ−s) with I = ∫r ds. Integrating it gives I = f²τ³I/36, which is the static condition for τ₀.

Solved numerically with the moving lattice, the limiting Urbach energy is 9.2 meV at 300 K, against 9.1 meV for static fields, and 6.3 instead of 6.9 meV at 100 K. For uniform fields the growth between these temperatures thus rises from 1.33 to 1.47, still far below that of coth.

This treatment cannot be carried to low temperature. A perfectly uniform field that responds to the pair lets the lattice relax without limit as the charges separate. With the cutoff used here, relaxation can lower the energy of a pair without attraction by at most (4Rε_x/π)(1/ε∞ − 1/ε_s) ≈ 46 meV. A cold crystal has no phonons to give up, so the tail of such a pair must end there, and neither the static nor the uniform-field exponential holds at greater depth.

**How far the model reaches in a real crystal**

The largest uncertainty is the cutoff. Since ⟨F²⟩ ∝ q_c³, E₀ is proportional to q_c: halving or doubling it gives 4.6 or 18 meV at 300 K. Room-temperature Urbach energies of lead halide perovskites are roughly 10 to 20 meV, so the model gives the right order of magnitude but does not predict the value. Nor does it reproduce the usual temperature dependence: measured edges of polar crystals, these perovskites included, are commonly described by a width close to coth itself, nearly linear in T when warm. The cube-root law belongs to the uniform-field model and should not be read as the behaviour of the crystal. Lattice screening of the attraction is also uncertain: ε_s and ε∞ in place of ε_x would give binding energies of 6 and 77 meV. Acoustic phonons, static disorder and charged defects are left out. At 100 meV the depth is about 4% of a gap of 2.3 eV, which suggests that nonparabolic bands matter less.

Uniformity of the field fails gradually. At 100 meV and 300 K the barrier is 9.4 nm long, about three times 1/q_c. The mean-square voltage across it is 0.75 of the uniform-field value, which lowers the E₀ in the total exponent by roughly 9% if the cube-root law is applied to the voltage. Because this reduction grows with depth, the local Urbach energy falls by more, about 17% on the same estimate. At 100 K the barrier at this depth is a third longer and the reduction is larger, so the growth factors quoted above between 100 and 300 K hold for uniform fields alone. The barrier length Δ/F* grows as √Δ, while the variance of the potential difference between two distant points saturates at twice the potential variance V². A drop of Δ then has a rarity exponent of about Δ²/(4V²), which grows faster than Δ. With a finite cutoff and static fields, the exponential is therefore only approximate. Without attraction the edge steepens gradually with depth; at moderate depth the falling exciton enhancement works the other way. In the deep limit the local Urbach energy tends to 2V²/Δ, and V² is proportional to coth. Here V² = 3f², or V ≈ 35 meV at 300 K, so this limit is approached only far below the depths of the example. Nonuniform fields thus make the edge depend more strongly on temperature than the cube-root law. The numerical output below lists most of the values used here.

Calculated quantities

```
inputs: mass 0.13 m_e, exciton permittivity 7.3
inputs: eps_inf 4.8, eps_static 17.0
inputs: phonon 18.0 meV, gap 2.3 eV
solver/Airy, three cases: [0.99991 1.00011 1.00007]
solver/weak-field law at F=0.16, 0.08: [0.9134 0.95  ]
  extrapolated to zero field: 0.9865
averaged tail/law: [0.9971 0.9996 0.9971 0.9996]
lattice/phonon field formula: 0.99995
exciton radius = 2.972 nm
exciton binding R = 33.19 meV
field unit 2R/(ea) = 0.2234 MV/cm
T = 100 K: coth = 1.2827, rms field = 0.0448 MV/cm
  E0 static = 6.891 meV, moving lattice = 6.261 meV
  exciton edge fit 60-140 meV: 6.000 meV, misfit in ln = 0.267
T = 200 K: coth = 2.0859, rms field = 0.0572 MV/cm
  E0 static = 8.104 meV, moving lattice = 7.990 meV
  exciton edge fit 60-140 meV: 6.974 meV, misfit in ln = 0.240
T = 300 K: coth = 2.9876, rms field = 0.0684 MV/cm
  E0 static = 9.135 meV, moving lattice = 9.192 meV
  exciton edge fit 60-140 meV: 7.802 meV, misfit in ln = 0.215
300 K/100 K ratios: coth 2.329, cube root 1.326
  E0 1.326, exciton fit 1.300, moving 1.468
fall of ln(absorption), 60 to 140 meV, 300 K = 10.325
300 K average; absorption relative to exciton continuum at gap
  depth 60 meV: absorption 6.044e-02, enhancement 868.23
    local energy: exciton 6.41, free 9.65 meV
  depth 80 meV: absorption 3.446e-03, enhancement 398.39
    local energy: exciton 7.40, free 9.54 meV
  depth 100 meV: absorption 2.571e-04, enhancement 243.64
    local energy: exciton 7.93, free 9.48 meV
  depth 120 meV: absorption 2.179e-05, enhancement 171.37
    local energy: exciton 8.24, free 9.43 meV
  depth 140 meV: absorption 1.982e-06, enhancement 130.60
    local energy: exciton 8.43, free 9.39 meV
one fixed field equal to the 300 K rms value
  depth 60 meV, local energy: exciton 4.98, free 6.86 meV
  depth 100 meV, local energy: exciton 5.03, free 5.56 meV
  depth 140 meV, local energy: exciton 4.54, free 4.79 meV
exciton part of slope at depth 1.5, 6 (units 1/2R): 1.367, 0.196
checks of the model at 300 K, depth 100 meV
  optimum field = 0.1067 MV/cm
  field that removes the Coulomb barrier = 0.1267 MV/cm
  barrier length = 9.37 nm
  mean-square voltage, real/uniform field = 0.747
  its cube root (rough factor on E0) = 0.907
  E0 for cutoff halved, doubled = 4.57, 18.27 meV
  phonon energy/E0 = 1.970
  depth/gap = 0.0435
  R with eps_static, eps_inf = 6.12, 76.77 meV
```
